# Superexchange on a Spin-Orbit-Coupled Bond and Its Hidden Rotation, part 1

(Sections cited here and not found follow in the second part.)

## 1. A bond with two spin-dependent phases

Take two sites, 1 and 2, with one orbital each and two electrons in total. Two electrons on the same site cost an energy $U>0$. An electron that hops from site 2 to site 1 keeps its spin along $z$, but its amplitude carries a phase that depends on the spin:

$$
H_T=t\left(e^{i\theta}c^\dagger_{1\uparrow}c_{2\uparrow}+e^{-i\theta}c^\dagger_{1\downarrow}c_{2\downarrow}\right)+\text{h.c.},\qquad t>0 .
$$

Spin-orbit coupling can produce such phases. What interaction between the two spins follows when $t\ll U$?

There are four states with one electron on each site. In $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ no electron can hop, because the target state is occupied, so both have energy zero. For the other two, fix the signs by

$$
|\uparrow\downarrow\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\qquad
|\downarrow\uparrow\rangle=c^\dagger_{1\downarrow}c^\dagger_{2\uparrow}|0\rangle,\qquad
|D_i\rangle=c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle .
$$

From $|\uparrow\downarrow\rangle$ the down electron can hop to site 1, or the up electron to site 2. The first process gives

$$
te^{-i\theta}c^\dagger_{1\downarrow}c_{2\downarrow}c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle
=-te^{-i\theta}c^\dagger_{1\downarrow}c^\dagger_{1\uparrow}|0\rangle
=te^{-i\theta}|D_1\rangle .
$$

The first minus sign comes from moving $c_{2\downarrow}$ past $c^\dagger_{1\uparrow}$, and reordering the two creators removes it. The second process uses the Hermitian conjugate of the up-spin term, whose phase is also $e^{-i\theta}$, and gives $te^{-i\theta}|D_2\rangle$. The same steps for $|\downarrow\uparrow\rangle$ give the opposite phase and one more exchange of creators. With $|D\rangle=(|D_1\rangle+|D_2\rangle)/\sqrt2$,

$$
H_T|\uparrow\downarrow\rangle=\sqrt2\,te^{-i\theta}|D\rangle,\qquad
H_T|\downarrow\uparrow\rangle=-\sqrt2\,te^{i\theta}|D\rangle .
$$

Both states thus reach the same doubly occupied state, and one combination of them cannot reach it at all. Define

$$
|s'\rangle=\frac{|\uparrow\downarrow\rangle-e^{-2i\theta}|\downarrow\uparrow\rangle}{\sqrt2},\qquad
|t'\rangle=\frac{|\uparrow\downarrow\rangle+e^{-2i\theta}|\downarrow\uparrow\rangle}{\sqrt2}.
$$

In $H_T|t'\rangle$ the two contributions are $te^{-i\theta}$ and $-te^{-2i\theta}e^{i\theta}=-te^{-i\theta}$, which cancel. In $H_T|s'\rangle$ they add to $2te^{-i\theta}|D\rangle$. The state $|s'\rangle$, of energy 0, is coupled with strength $2t$ to a state of energy $U$. The lower level of this two-state problem solves $E(E-U)=4t^2$:

$$
E=\frac{U-\sqrt{U^2+16t^2}}{2}\simeq-\frac{4t^2}{U}\equiv-J .
$$

One state is lowered by $J$ and three stay at zero, as for an ordinary antiferromagnetic pair. To order $1/U$ the interaction is $H_{\rm eff}=-J|s'\rangle\langle s'|$. Written out,

$$
H_{\rm eff}=-\frac J2\big(|\uparrow\downarrow\rangle\langle\uparrow\downarrow|+|\downarrow\uparrow\rangle\langle\downarrow\uparrow|\big)
+\frac J2\big(e^{2i\theta}|\uparrow\downarrow\rangle\langle\downarrow\uparrow|+\text{h.c.}\big).
$$

To read this as a spin interaction, set $\hbar=1$ and use spin operators $\mathbf S_i$ with components of eigenvalue $\pm1/2$. The first bracket is $1/2-2S_1^zS_2^z$, since it equals 1 for antiparallel and 0 for parallel spins. The operator $|\uparrow\downarrow\rangle\langle\downarrow\uparrow|$ is

$$
S_1^+S_2^-=S_1^xS_2^x+S_1^yS_2^y-i\left(S_1^xS_2^y-S_1^yS_2^x\right).
$$

Multiplying by $e^{2i\theta}$ and adding the Hermitian conjugate gives $2\cos2\theta$ times the first pair of terms and $2\sin2\theta$ times the bracket, which is $(\mathbf S_1\times\mathbf S_2)_z$. Therefore

$$
H_{\rm eff}=J\left[\cos2\theta\,\mathbf S_1\!\cdot\!\mathbf S_2+\sin2\theta\,(\mathbf S_1\times\mathbf S_2)_z+(1-\cos2\theta)S_1^zS_2^z-\tfrac14\right].
$$

Here $S_1^zS_2^z$ must have total coefficient $J$. The scalar product supplies $J\cos2\theta$, and the third term supplies the rest.

The three terms are the Heisenberg, Dzyaloshinskii-Moriya (DM) and symmetric anisotropic exchange. The interaction looks anisotropic, yet its spectrum is that of an isotropic pair. The reason is visible in $H_T$: new operators $d_{2\uparrow}=e^{i\theta}c_{2\uparrow}$ and $d_{2\downarrow}=e^{-i\theta}c_{2\downarrow}$ absorb the phases. Opposite phases for up and down are a rotation of the spin on site 2 about $z$.

## 2. The general bond and its symmetries

Now let each site carry one Kramers doublet, that is, two states exchanged by time reversal. It may be a true spin 1/2 or a pseudospin 1/2 in which spin and orbital motion are mixed. Collect the operators in a column $c_i=(c_{i\uparrow},c_{i\downarrow})^T$ and write

$$
H=H_T+H_U,\qquad H_T=c_1^\dagger Tc_2+c_2^\dagger T^\dagger c_1,\qquad
H_U=U\sum_i n_{i\uparrow}n_{i\downarrow},
$$

where $T$ is a $2\times2$ matrix. The two doublets have equal energy, taken as zero, and no magnetic field acts. Spin operators are $\mathbf S_i=\tfrac12c_i^\dagger\boldsymbol\sigma c_i$.

Time reversal $\Theta$ is antiunitary. Choose the doublets so that $\Theta c_i\Theta^{-1}=i\sigma_yc_i$ on both sites. Numbers are complex conjugated by $\Theta$, hence

$$
\Theta\,c_1^\dagger Tc_2\,\Theta^{-1}=c_1^\dagger(-i\sigma_y)T^*(i\sigma_y)c_2=c_1^\dagger\,\sigma_yT^*\sigma_y\,c_2 .
$$

Invariance requires $T=\sigma_yT^*\sigma_y$. Any $2\times2$ matrix can be written $T=a+\mathbf b\cdot\boldsymbol\sigma$ with complex $a$ and $\mathbf b$. Since $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, the condition reads $a=a^*$ and $\mathbf b=-\mathbf b^*$. The hopping matrix is therefore

$$
T=t_0+i\,\mathbf v\cdot\boldsymbol\sigma,\qquad t_0,\ \mathbf v\ \text{real}.
$$

The number $t_0$ describes hopping that leaves the spin alone, and $\mathbf v$ hopping that turns it. A different phase convention for one doublet would multiply $T$ by an overall phase. This has no effect on the exchange, which will be seen to contain $T$ and $T^\dagger$ in pairs.

An inversion centre at the middle of the bond restricts $T$ further. Inversion exchanges the sites and does not turn the spin. Choose the spin axes of the two doublets so that they correspond under inversion. Then $c_1\to\eta c_2$ and $c_2\to\eta'c_1$. The factors are real signs because inversion commutes with time reversal, and $\eta\eta'=1$ because inverting twice changes nothing. The term $c_1^\dagger Tc_2$ becomes $c_2^\dagger Tc_1$, which must equal $c_2^\dagger T^\dagger c_1$. Hence $T^\dagger=T$, which means $\mathbf v=0$. With this choice of axes, a bond with nonzero $\mathbf v$ has no inversion centre.

## 3. Removing the doubly occupied states

Let $P$ project on the four states with one electron per site, and $Q$ on the two doubly occupied states. A single hop turns a state of one set into a state of the other set or gives zero, so $PH_TP=0$ and $QH_TQ=0$. Split an eigenstate as $\psi=p+q$, with $p=P\psi$ and $q=Q\psi$. The equation $H\psi=E\psi$ becomes

$$
H_Tq=Ep,\qquad H_Tp+Uq=Eq .
$$

The second equation gives $q=-H_Tp/(U-E)$, and the first then gives

$$
-\frac{1}{U-E}\,PH_TH_TP\,p=E\,p .
$$

No approximation has been made so far. The low levels have $E$ of order $t^2/U$, so replacing $U-E$ by $U$ changes them by a relative amount of order $t^2/U^2$. This leaves an ordinary Hamiltonian for the singly occupied states:

$$
H_{\rm eff}=-\frac1U\,PH_TH_TP .
$$

Both virtual states have the same energy $U$. That is why one denominator suffices. If a site had several orbitals with Hund's coupling, the virtual states would have different energies, and the form $-H_T^2/U$ would be lost.

## 4. Translating two hops into spins

Write $A=c_1^\dagger Tc_2$, so that $H_T=A+A^\dagger$. The products $AA$ and $A^\dagger A^\dagger$ move two electrons in the same direction, which is impossible when each site holds one. Thus

$$
PH_TH_TP=P(AA^\dagger+A^\dagger A)P .
$$

For each site define the matrix of operators $(\rho_i)_{\beta\alpha}=c^\dagger_{i\alpha}c_{i\beta}$. Any $2\times2$ matrix $M$ equals $\tfrac12\operatorname{Tr}M+\tfrac12\sum_a\sigma_a\operatorname{Tr}(\sigma_aM)$. Here $\operatorname{Tr}\rho_i$ is the electron number, equal to 1, and $\operatorname{Tr}(\sigma_a\rho_i)=c_i^\dagger\sigma_ac_i=2S_i^a$. So on a singly occupied site

$$
\rho_i=\tfrac12+\mathbf S_i\cdot\boldsymbol\sigma .
$$

In the first product, the pair of operators of site 2 can be moved past $c_{1\delta}$ without a change of sign:

$$
AA^\dagger=\sum_{\alpha\beta\gamma\delta}T_{\alpha\beta}(T^\dagger)_{\gamma\delta}\;c^\dagger_{1\alpha}c_{1\delta}\;c_{2\beta}c^\dagger_{2\gamma}.
$$

The site-1 factor is $(\rho_1)_{\delta\alpha}$. The site-2 factor is $\delta_{\beta\gamma}-c^\dagger_{2\gamma}c_{2\beta}=(1-\rho_2)_{\beta\gamma}$, which expresses the Pauli principle: an electron can arrive only in the empty state. The indices close into a trace. The second product follows by exchanging the sites and replacing $T$ by $T^\dagger$:

$$
AA^\dagger\to\operatorname{Tr}\!\left[\rho_1T(1-\rho_2)T^\dagger\right],\qquad
A^\dagger A\to\operatorname{Tr}\!\left[\rho_2T^\dagger(1-\rho_1)T\right].
$$

Insert $\rho_i=\tfrac12+\mathbf S_i\cdot\boldsymbol\sigma$ and $1-\rho_i=\tfrac12-\mathbf S_i\cdot\boldsymbol\sigma$, and collect terms by the spins they contain.

- Without spins, each trace gives $\tfrac14\operatorname{Tr}(TT^\dagger)$, together $\tfrac12\operatorname{Tr}(TT^\dagger)$.
- With $\mathbf S_1$ alone, the first trace gives $+\tfrac12\mathbf S_1\cdot\operatorname{Tr}(\boldsymbol\sigma TT^\dagger)$. The second gives $-\tfrac12\mathbf S_1\cdot\operatorname{Tr}(T^\dagger\boldsymbol\sigma T)$, which is the same expression with the opposite sign. They cancel.
- With $\mathbf S_2$ alone, the terms $\mp\tfrac12\mathbf S_2\cdot\operatorname{Tr}(\boldsymbol\sigma T^\dagger T)$ cancel in the same way.
- With both spins, each trace gives $-\sum_{ab}S_1^aS_2^b\operatorname{Tr}(\sigma_aT\sigma_bT^\dagger)$, because the trace is cyclic. Together they give twice this.

Multiplication by $-1/U$ yields

$$
H_{\rm eff}=\sum_{ab}A_{ab}S_1^aS_2^b-\frac{\operatorname{Tr}(TT^\dagger)}{2U},\qquad
A_{ab}=\frac2U\operatorname{Tr}\!\left(\sigma_aT\sigma_bT^\dagger\right).
$$

This step did not use the real form of $t_0$ and $\mathbf v$. Even a general complex $T$ produces no effective field on a single spin at this order. A numerical test with a random complex $T$ confirms both the trace formula and the absence of such fields.

## 5. The three exchange terms

Now use $T=t_0+i\mathbf v\cdot\boldsymbol\sigma$ and $T^\dagger=t_0-i\mathbf v\cdot\boldsymbol\sigma$. With a sum over repeated indices,

$$
\begin{aligned}
\operatorname{Tr}(\sigma_aT\sigma_bT^\dagger)={}&t_0^2\operatorname{Tr}(\sigma_a\sigma_b)
+it_0v_c\left[\operatorname{Tr}(\sigma_a\sigma_c\sigma_b)-\operatorname{Tr}(\sigma_a\sigma_b\sigma_c)\right]\\
&+v_cv_d\operatorname{Tr}(\sigma_a\sigma_c\sigma_b\sigma_d).
\end{aligned}
$$

The traces follow from $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abe}\sigma_e$. The first is $2\delta_{ab}$. Since $\operatorname{Tr}(\sigma_a\sigma_b\sigma_c)=2i\epsilon_{abc}$ and exchanging two indices changes its sign, the square bracket is $-4i\epsilon_{abc}$, and the middle term is $+4t_0\epsilon_{abc}v_c$. For the last,

$$
\operatorname{Tr}(\sigma_a\sigma_c\sigma_b\sigma_d)=2\delta_{ac}\delta_{bd}-2\epsilon_{ace}\epsilon_{bde}
=2\left(\delta_{ac}\delta_{bd}-\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc}\right),
$$

and contraction with $v_cv_d$ gives $4v_av_b-2|\mathbf v|^2\delta_{ab}$. Multiplying everything by $2/U$,

$$
A_{ab}=\frac{4(t_0^2-|\mathbf v|^2)}{U}\delta_{ab}+\frac{8t_0}{U}\epsilon_{abc}v_c+\frac{8}{U}v_av_b .
$$

Because $\epsilon_{abc}S_1^aS_2^bv_c=\mathbf v\cdot(\mathbf S_1\times\mathbf S_2)$, and $\operatorname{Tr}(TT^\dagger)=2(t_0^2+|\mathbf v|^2)\equiv2t^2$, the result is, with $\mathbf n=\mathbf v/|\mathbf v|$,

$$
H_{\rm eff}=J_H\mathbf S_1\!\cdot\!\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2}{U},
$$

$$
J_H=\frac{4(t_0^2-|\mathbf v|^2)}{U},\qquad \mathbf D=\frac{8t_0\mathbf v}{U},\qquad \Gamma=\frac{8|\mathbf v|^2}{U}.
$$

The DM term comes from interference: one of the two hops keeps the spin and the other turns it. It is linear in $\mathbf v$ and vanishes when either $t_0$ or $\mathbf v$ does, so it vanishes with an inversion centre when the spin axes of the two sites correspond under inversion, as in section 2. In the symmetric term both hops turn the spin. Reading the bond from site 2 to site 1 replaces $T$ by $T^\dagger$, hence $\mathbf v$ by $-\mathbf v$. The vector $\mathbf D$ changes sign, as does the cross product, and the energy is unchanged.

The name "Heisenberg coupling" needs care. Here $J_H$ is the coefficient left when the third term is written with $\mathbf n$ alone. If the symmetric part is made traceless instead, the isotropic coefficient is one third of the trace of $A$, namely $J_H+\Gamma/3$.

## 6. A bond in numbers

Choose round model parameters: $t_0=100$ meV, $\mathbf v=(20,10,20)$ meV and $U=4000$ meV. Then $|\mathbf v|=30$ meV, $t^2=10\,900$ meV² and $t/U=0.026$. The couplings are

$$
J_H=\frac{4(10\,000-900)}{4000}=9.1\ \text{meV},\qquad
\Gamma=\frac{8\times900}{4000}=1.8\ \text{meV},
$$

$$
\mathbf D=\frac{8\times100}{4000}(20,10,20)=(4,2,4)\ \text{meV},\qquad |\mathbf D|=6\ \text{meV}.
$$

With $\mathbf n=(2,1,2)/3$, two entries of the tensor check the signs: $A_{xy}=D_z+\Gamma n_xn_y=4+0.4=4.4$ meV, while $A_{yx}=-4+0.4=-3.6$ meV. Both agree with the tensor computed from virtual hops in the space of all electron configurations. The alternative isotropic coefficient is $9.1+0.6=9.7$ meV.

# Second half: the hidden rotation and its limits

## 7. Symbols and results carried over

Two sites with one Kramers doublet each hold two electrons. The hopping is $c_1^\dagger Tc_2+\text{h.c.}$ with $T=t_0+i\mathbf v\cdot\boldsymbol\sigma$, where $t_0$ and $\mathbf v$ are real, and $U$ is the on-site repulsion. Further, $t^2=t_0^2+|\mathbf v|^2$ and $\mathbf n=\mathbf v/|\mathbf v|$. To order $1/U$,

$$
H_{\rm eff}=J_H\mathbf S_1\!\cdot\!\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)+\Gamma(\mathbf n\cdot\mathbf S_1)(\mathbf n\cdot\mathbf S_2)-\frac{t^2}{U},
$$

with $J_H=4(t_0^2-|\mathbf v|^2)/U$, $\mathbf D=8t_0\mathbf v/U$ and $\Gamma=8|\mathbf v|^2/U$. In the example these are 9.1 meV, $(4,2,4)$ meV and 1.8 meV. Before any approximation, the singly occupied part $p$ of an eigenstate obeys $-PH_TH_TP\,p=E(U-E)\,p$, where $P$ projects on the singly occupied states.

To order $1/U$, hopping that respects time reversal gives a bond Heisenberg, Dzyaloshinskii-Moriya and symmetric anisotropic exchange, all fixed by $t_0$, $\mathbf v$ and $U$. It remains to show that a rotation of one spin turns the three terms into isotropic exchange on any such bond, and to find what happens in a magnetic field, with added direct exchange and on closed loops.
